# Transmission and heat flow through one mass defect in a harmonic chain: test program

```python
"""Transmission of a harmonic chain with one mass defect.

Result under test: T = 1 / (1 + eps^2 tan^2(theta/2)).
  eps   = dm/m, relative excess mass of site 0 (all springs equal)
  theta = q*a, phase advance per site, 0 < theta < pi
  t, r  = transmitted and reflected displacement amplitudes
Time factor exp(-i w t).  Tests use K = m = a = hbar = kB = 1, so that the
top of the band is w = 2.  The worked example uses SI units.
"""
import numpy as np
from scipy.constants import hbar, h, k as kB
from scipy.integrate import quad


def transmission(theta, eps):
    return 1 / (1 + eps**2 * np.tan(theta / 2)**2)


def transmission_freq(y, eps):
    """Transmission against y = frequency / band-top frequency."""
    return (1 - y**2) / (1 - (1 - eps**2) * y**2)


def amplitude(theta, eps):
    return 1 / (1 - 1j * eps * np.tan(theta / 2))


def solve_lattice(theta, eps, half=4):
    """Solve Newton's equations on a window with outgoing scattered waves."""
    size = 2 * half + 1
    w2 = 2 - 2 * np.cos(theta)
    mass = np.ones(size)
    mass[half] += eps
    matrix = (np.diag(mass * w2 - 2).astype(complex)
              + np.eye(size, k=1) + np.eye(size, k=-1))
    step = np.exp(1j * theta)
    matrix[0, 0] += step
    matrix[-1, -1] += step
    source = np.zeros(size, complex)
    incident_edge = np.exp(-1j * theta * half)
    source[0] = -(np.exp(-1j * theta * (half + 1)) - incident_edge * step)
    u = np.linalg.solve(matrix, source)
    t = u[-1] * np.exp(-1j * theta * half)
    r = (u[0] - incident_edge) * np.exp(-1j * theta * half)
    return t, r, u


def chain_modes(masses):
    """Normal modes of a finite chain with fixed walls at both ends."""
    n = len(masses)
    force = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    root = np.sqrt(masses)
    w2, vec = np.linalg.eigh(force / np.outer(root, root))
    return np.sqrt(w2), vec


# --- Amplitudes and bond power from the lattice equations ---
for eps in (-0.9, -0.5, 0.5, 3.0):
    for theta in (0.2, 1.0, 2.0, 3.0):
        t, r, u = solve_lattice(theta, eps)
        assert abs(t - amplitude(theta, eps)) < 1e-9
        assert abs(r - 1j * eps * np.tan(theta / 2) * t) < 1e-9
        assert abs(abs(t)**2 - transmission(theta, eps)) < 1e-9
        assert abs(np.angle(t) - np.arctan(eps * np.tan(theta / 2))) < 1e-9
        w = 2 * np.sin(theta / 2)
        power = 0.5 * np.real((u[:-1] - u[1:]) * np.conj(-1j * w * u[1:]))
        expected = 0.5 * w * np.sin(theta) * transmission(theta, eps)
        assert np.max(abs(power - expected)) < 1e-9

# --- Long-wave and zone-edge limits ---
small = 0.01
_, r, _ = solve_lattice(small, 0.5)
assert abs(abs(r)**2 / (0.25 * small**2 / 4) - 1) < 1e-3
t, _, _ = solve_lattice(np.pi - small, 0.5)
assert abs(abs(t)**2 / (small**2 / (4 * 0.25)) - 1) < 1e-3


# --- Green function with leads built by decimation ---
def lead_self_energy(w2, broadening=1e-7):
    z = w2 + 1j * broadening
    surface, bulk, hop = 2 + 0j, 2 + 0j, -1 + 0j
    for _ in range(80):
        shift = hop**2 / (z - bulk)
        surface += shift
        hop = shift
        bulk += 2 * shift
        if abs(hop) < 1e-15:
            break
    assert abs(hop) < 1e-15
    return 1 / (z - surface)


for theta in (0.4, 1.1, 2.0, 2.8):
    w2 = 2 - 2 * np.cos(theta)
    sigma = lead_self_energy(w2)
    assert abs(sigma + np.exp(1j * theta)) < 1e-5
    for eps in (-0.5, 0.5, 2.0):
        green = 1 / ((1 + eps) * w2 - 2 - 2 * sigma)
        caroli = (2 * sigma.imag)**2 * abs(green)**2
        assert abs(caroli - transmission(theta, eps)) < 1e-5

# --- Wave packet sent through a finite chain ---
eps, half = 0.5, 500
sites = np.arange(-half, half + 1)
masses = np.ones(len(sites))
masses[half] += eps
freq, vec = chain_modes(masses)
q = np.linspace(1.85, 2.15, 601)
wq = 2 * np.sin(q / 2)
weight = np.exp(-(q - 2.0)**2 * 900)
waves = np.exp(1j * np.outer(sites + 250, q))
u0 = np.real(waves @ weight)
v0 = np.real(waves @ (-1j * wq * weight))
root = np.sqrt(masses)
cu, cv = vec.T @ (root * u0), vec.T @ (root * v0)
time = 900.0
cos_t, sin_t = np.cos(freq * time), np.sin(freq * time)
u1 = vec @ (cos_t * cu + sin_t / freq * cv) / root
v1 = vec @ (-freq * sin_t * cu + cos_t * cv) / root


def energy(u, v, mass):
    return 0.5 * np.sum(mass * v**2) + 0.5 * np.sum(np.diff(u)**2)


packet_T = (energy(u1[half + 1:], v1[half + 1:], masses[half + 1:])
            / energy(u0, v0, masses))
spectrum = (wq * weight)**2
packet_formula = np.sum(spectrum * transmission(q, eps)) / np.sum(spectrum)
assert abs(packet_T - packet_formula) < 1e-4
# Arrival point of the transmitted packet tests the group velocity.
density = v1[half + 1:]**2
centre = np.sum(sites[half + 1:] * density) / np.sum(density)
assert abs(centre - (-250 + np.cos(1.0) * time)) < 5

# --- Bound mode: present for a light defect, absent for a heavy one ---
for eps in (-0.5, -0.3, 0.5):
    masses = np.ones(201)
    masses[100] += eps
    freq, vec = chain_modes(masses)
    if eps < 0:
        assert abs(freq[-1] - 2 / np.sqrt(1 - eps**2)) < 1e-9
        assert freq[-2] < 2
        mode = vec[:, -1] / np.sqrt(masses)
        ratio = -(1 - abs(eps)) / (1 + abs(eps))
        assert abs(mode[101] / mode[100] - ratio) < 1e-8
        assert abs(mode[102] / mode[101] - ratio) < 1e-8
    else:
        assert freq[-1] < 2


# --- Heat current after joining a hot left half to a cold right half ---
def joined_current(eps, mode_energy, half=300):
    masses = np.ones(2 * half + 1)
    masses[half] += eps
    freq, vec = chain_modes(masses)
    wl, vl = chain_modes(np.ones(half))
    e = mode_energy(wl)
    cov_u = (vl * (e / wl**2)) @ vl.T
    cov_v = (vl * e) @ vl.T
    left = vec[:half].T
    stretch = (vec[half] / np.sqrt(masses[half])
               - vec[half + 1] / np.sqrt(masses[half + 1]))
    speed = vec[half + 1] / np.sqrt(masses[half + 1])
    currents = []
    for time in np.linspace(300, 500, 201):
        c, s = np.cos(freq * time), np.sin(freq * time)
        xu, xv = (stretch * c) @ left, (stretch * s / freq) @ left
        yu, yv = (-speed * freq * s) @ left, (speed * c) @ left
        currents.append(xu @ cov_u @ yu + xv @ cov_v @ yv)
    return np.mean(currents)


def classical_energy(w):
    return np.ones_like(w)


def quantum_energy(w):
    return w / np.expm1(w / 0.5)


heat_rows = []
for name, law in (("classical", classical_energy),
                  ("quantum", quantum_energy)):
    for eps in (0.5, -0.5):
        direct = joined_current(eps, law)
        formula = quad(lambda w: law(w) * transmission_freq(w / 2, eps),
                       0, 2)[0] / (2 * np.pi)
        assert abs(direct / formula - 1) < 0.01
        heat_rows.append((name, eps, direct, formula))


# --- Thermal conductance and its two limits ---
def conductance_integral(tau, eps):
    """Conductance in units kB^2 T/h; tau = kB T/(hbar w_top)."""
    def integrand(x):
        return (x / 2 / np.sinh(x / 2))**2 * transmission_freq(x * tau, eps)
    return quad(integrand, 0, min(1 / tau, 80), epsabs=1e-12,
                epsrel=1e-11, limit=300)[0]


def classical_factor(eps):
    b = 1 - eps**2
    return (1 - eps**2 * np.arctanh(np.sqrt(b)) / np.sqrt(b)) / b


for eps in (0.2, 0.5, -0.8):
    numeric = quad(lambda y: transmission_freq(y, eps), 0, 1)[0]
    assert abs(numeric - classical_factor(eps)) < 1e-8
    hot = 100.0
    assert abs(conductance_integral(hot, eps) * hot
               - classical_factor(eps)) < 1e-4
    cold = 0.01
    loss = 1 - conductance_integral(cold, eps) / (np.pi**2 / 3)
    assert abs(loss / (4 * np.pi**2 / 5 * eps**2 * cold**2) - 1) < 0.01

# --- Worked example in SI units ---
m, K, a, eps = 4e-26, 20.0, 3e-10, 0.5
w_top = 2 * np.sqrt(K / m)
print(f"mass m = {m:.1e} kg, spring K = {K:.1f} N/m")
print(f"spacing a = {a*1e9:.2f} nm, |dm|/m = {eps:.2f}")
print(f"band top w_m = {w_top/1e12:.3f} rad/ps")
print(f"band top w_m/(2 pi) = {w_top/(2*np.pi)/1e12:.3f} THz")
print(f"long-wave speed = {a*w_top/2:.1f} m/s")
print(f"hbar w_m/kB = {hbar*w_top/kB:.2f} K")
print("heavy defect: qa/pi, w (rad/ps), T, phase of t (rad)")
for fraction in (0.01, 0.1, 0.5, 0.9, 0.99):
    theta = fraction * np.pi
    t, _, _ = solve_lattice(theta, eps)
    w = w_top * np.sin(theta / 2)
    print(f"  {fraction:.2f}  {w/1e12:.4f}  {abs(t)**2:.6f}"
          f"  {np.angle(t):.4f}")
w_half = w_top / np.sqrt(1 + eps**2)
theta_half = 2 * np.arcsin(w_half / w_top)
t_half, _, _ = solve_lattice(theta_half, eps)
assert abs(abs(t_half)**2 - 0.5) < 1e-9
print(f"T = 1/2 at w = {w_half/1e12:.3f} rad/ps,"
      f" qa/pi = {theta_half/np.pi:.4f}")
w_bound = w_top / np.sqrt(1 - eps**2)
print(f"light defect: bound mode w_L = {w_bound/1e12:.3f} rad/ps")
print(f"bound mode: u_(n+1)/u_n for n>=0 = {-(1-eps)/(1+eps):.4f}")
print("conductance: temperature (K), perfect, defect (pW/K), ratio")
for temperature in (10.0, 300.0):
    tau = kB * temperature / (hbar * w_top)
    unit = kB**2 * temperature / h * 1e12
    perfect = unit * conductance_integral(tau, 0.0)
    defect = unit * conductance_integral(tau, eps)
    print(f"  {temperature:.0f}  {perfect:.4f}  {defect:.4f}"
          f"  {defect/perfect:.5f}")
tau = kB * 10.0 / (hbar * w_top)
print(f"low-temperature law, ratio at 10 K ="
      f" {1 - 4*np.pi**2/5*eps**2*tau**2:.5f}")
classical = kB * w_top / (2 * np.pi) * 1e12
print(f"classical limit, perfect = {classical:.4f} pW/K")
print(f"classical limit, defect = {classical*classical_factor(eps):.4f} pW/K")
print(f"classical ratio F = {classical_factor(eps):.5f}")
print(f"wave packet, qa near 2, dm/m = 0.5: T = {packet_T:.6f}")
print(f"formula averaged over the packet: T = {packet_formula:.6f}")
print("joined halves: law, dm/m, direct J, formula J (K=m=hbar=kB=1)")
print("left temperature: 1 (classical), 0.5 (quantum); right: 0")
for name, value, direct, formula in heat_rows:
    print(f"  {name}  {value:+.1f}  {direct:.5f}  {formula:.5f}")
print("all tests passed")
```

It prints:

```
mass m = 4.0e-26 kg, spring K = 20.0 N/m
spacing a = 0.30 nm, |dm|/m = 0.50
band top w_m = 44.721 rad/ps
band top w_m/(2 pi) = 7.118 THz
long-wave speed = 6708.2 m/s
hbar w_m/kB = 341.59 K
heavy defect: qa/pi, w (rad/ps), T, phase of t (rad)
  0.01  0.7025  0.999938  0.0079
  0.10  6.9960  0.993768  0.0790
  0.50  31.6228  0.800000  0.4636
  0.90  44.1708  0.091192  1.2640
  0.99  44.7158  0.000986  1.5394
T = 1/2 at w = 40.000 rad/ps, qa/pi = 0.7048
light defect: bound mode w_L = 51.640 rad/ps
bound mode: u_(n+1)/u_n for n>=0 = -0.3333
conductance: temperature (K), perfect, defect (pW/K), ratio
  10  9.4643  9.4480  0.99828
  300  94.8631  79.0225  0.83302
low-temperature law, ratio at 10 K = 0.99831
classical limit, perfect = 98.2694 pW/K
classical limit, defect = 81.2134 pW/K
classical ratio F = 0.82644
wave packet, qa near 2, dm/m = 0.5: T = 0.622354
formula averaged over the packet: T = 0.622354
joined halves: law, dm/m, direct J, formula J (K=m=hbar=kB=1)
left temperature: 1 (classical), 0.5 (quantum); right: 0
  classical  +0.5  0.26223  0.26306
  classical  -0.5  0.26218  0.26306
  quantum  +0.5  0.05727  0.05769
  quantum  -0.5  0.05726  0.05769
all tests passed
```
